# The Sham–Schlüter equation and the optimized effective potential: a program that tests the result

```python
# Under test (Hartree atomic units, T=0, closed shell, real orbitals):
#  Sham-Schlueter: n - n_s = (2/pi) int_0^inf dw Re[Gs (Sigma_xc - v_xc) G](r,r; mu+iw) = 0.
#  Linearized (G->Gs) with exchange Sx = -W*gamma:  chi v_x = Lam, where
#   chi(r,r') = 4 sum_ia phi_i phi_a(r) phi_a phi_i(r')/(e_i-e_a),
#   Lam(r) = 4 sum_ia phi_i phi_a(r) <a|Sx|i>/(e_i-e_a),
#  and Lam - chi v_x = dE/dv_s, E = Hartree-Fock energy expression on orbitals of local v_s (OEP).
# Symbols: i occupied, a empty, gamma density matrix per spin, n site occupation (both spins),
#  W interaction, vH = W n, lam interaction strength, mu common chemical potential.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
# trapezoid rule in s = ln(w): exponentially convergent; weights include 2/pi
DS = 0.3
OM = np.exp(DS*np.arange(-94, 95))
WT = 2/np.pi*DS*OM

def out(label, val, unit, fmt='.6f'):
    print(f'{label}: {val:{fmt}} {unit}')

# ---------- Hubbard dimer with exact dynamic self-energy ----------
t, U, Dl = 0.5, 1.0, 1.0
def annihilator(k):
    op = np.eye(1)
    for j in range(4):
        f = np.diag([1., -1.]) if j < k else (np.array([[0., 1.], [0., 0.]]) if j == k else np.eye(2))
        op = np.kron(op, f)
    return op
c = [annihilator(k) for k in range(4)]   # 1up 2up 1dn 2dn
num = [o.T@o for o in c]
H = -t*(c[0].T@c[1]+c[1].T@c[0]+c[2].T@c[3]+c[3].T@c[2]) + U*(num[0]@num[2]+num[1]@num[3]) \
    + Dl/2*(num[1]+num[3]-num[0]-num[2])
Ntot = np.rint(np.diag(sum(num)))
def sector(N):
    idx = np.where(Ntot == N)[0]
    e, v = np.linalg.eigh(H[np.ix_(idx, idx)])
    full = np.zeros((16, len(idx))); full[idx] = v
    return e, full
(e1, v1), (e2, v2), (e3, v3) = sector(1), sector(2), sector(3)
psi0, E0 = v2[:, 0], e2[0]
mud = (e3[0]-e1[0])/2
nd = np.array([psi0@(num[0]+num[2])@psi0, psi0@(num[1]+num[3])@psi0])
add = np.array([v3.T@c[i].T@psi0 for i in range(2)])
rem = np.array([v1.T@c[i]@psi0 for i in range(2)])
def G_dimer(z):
    return (add/(z-(e3-E0)))@add.T + (rem/(z-(E0-e1)))@rem.T
hop = np.array([[0, -t], [-t, 0.]])
vext_d = np.array([-Dl/2, Dl/2])
def Sigma_dimer(z):
    return z*np.eye(2) - hop - np.diag(vext_d+U*nd) - np.linalg.inv(G_dimer(z))
Gd = [G_dimer(mud+1j*w) for w in OM]
Sd = [Sigma_dimer(mud+1j*w) for w in OM]
n_quad = 1 + sum(wt*np.diag(g).real for wt, g in zip(WT, Gd))
assert np.max(abs(n_quad-nd)) < 1e-9
def sse_dimer(d):
    vs = mud + np.array([-d/2, d/2])
    vxc = np.diag(vs-vext_d-U*nd)
    r = 0.0
    for w, wt, g, s in zip(OM, WT, Gd, Sd):
        gs = np.linalg.inv((mud+1j*w)*np.eye(2)-hop-np.diag(vs))
        r += wt*(gs@(s-vxc)@g)[0, 0].real
    return r
d_sse = brentq(sse_dimer, -5, 5, xtol=1e-13)
mm = (nd[0]-nd[1])/2
d_exact = 2*t*mm/np.sqrt(1-mm**2)
assert abs(d_sse-d_exact) < 1e-8
s_lo, s_hi = Sigma_dimer(mud+0.1j)[0, 1].real, Sigma_dimer(mud+10j)[0, 1].real
assert abs(s_lo-s_hi) > 1e-3
print(f'dimer t, U, Delta: {t}, {U}, {Dl} Ha')
print(f'dimer E0, mu: {E0:.6f}, {mud:.6f} Ha')
print(f'dimer n1, n2: {nd[0]:.6f}, {nd[1]:.6f} electrons')
print(f'dimer Re Sigma_xc,12 at w=0.1 and 10 Ha: {s_lo:.6f}, {s_hi:.6f} Ha')
out('dimer vs2-vs1 from SSE root', d_sse, 'Ha', '.8f')
out('dimer vs2-vs1 closed form', d_exact, 'Ha', '.8f')
out('dimer vxc2-vxc1 (vH = U n)', d_sse-Dl-U*(nd[1]-nd[0]), 'Ha')

# ---------- 1D soft-Coulomb atom on a grid ----------
class Model:
    def __init__(s, L, h, Z, lam, no):
        s.M = int(round(2*L/h))-1
        s.h, s.no = h, no
        s.x = -L + h*np.arange(1, s.M+1)
        s.T = (np.eye(s.M) - 0.5*np.eye(s.M, k=1) - 0.5*np.eye(s.M, k=-1))/h**2
        s.vext = -Z/np.sqrt(s.x**2+1)
        s.W = lam/np.sqrt((s.x[:, None]-s.x[None, :])**2+1)
    def solve(s, hmat):
        e, C = np.linalg.eigh(hmat)
        return e, C, C[:, :s.no]@C[:, :s.no].T
    def ks(s, vs):
        return s.solve(s.T+np.diag(vs))
    def Ex(s, g):
        return -np.sum(s.W*g*g)
    def energy(s, g):
        n = 2*np.diag(g)
        return 2*np.sum(s.T*g) + n@s.vext + 0.5*n@s.W@n + s.Ex(g)
    def fock(s, g):
        return s.T + np.diag(s.vext+s.W@(2*np.diag(g))) - s.W*g
    def hf(s):
        g = s.ks(s.vext)[2]
        for _ in range(3000):
            e, C, gn = s.solve(s.fock(g))
            if np.max(abs(gn-g)) < 1e-12:
                return e, gn
            g = g + 0.3*(gn-g)
        raise AssertionError('HF not converged')
    def chi_lam(s, e, C, A):
        chi, lam = np.zeros((s.M, s.M)), np.zeros(s.M)
        Cv = C[:, s.no:]
        for i in range(s.no):
            B, den = C[:, [i]]*Cv, e[i]-e[s.no:]
            chi += 4*(B/den)@B.T
            lam += 4*B@((Cv.T@A@C[:, i])/den)
        return chi, lam
    def invert_chi(s, chi, rhs, n):
        D = np.sqrt(n); u = D/np.linalg.norm(D)
        return np.linalg.solve(chi/np.outer(D, D)-np.outer(u, u), rhs/D)/D
    def oep(s, g0, tol):
        vs = s.vext + (1-1/(2*s.no))*s.W@(2*np.diag(g0))
        for _ in range(1500):
            e, C, g = s.ks(vs)
            n, Sx = 2*np.diag(g), -s.W*g
            chi, lam = s.chi_lam(e, C, Sx)
            vx = s.invert_chi(chi, lam, n)
            p = C[:, s.no-1]
            vx += p@Sx@p - p@(vx*p)
            new = s.vext + s.W@n + vx
            if np.max(np.sqrt(n)*abs(new-vs)) < tol:
                return new
            vs = vs + 0.3*(new-vs)
        raise AssertionError('OEP not converged')
    def invert_density(s, target, vs, homo):
        for _ in range(300):
            e, C, g = s.ks(vs)
            n = 2*np.diag(g)
            if np.max(abs(target-n)/np.sqrt(n)) < 1e-12:
                return vs + homo - e[s.no-1]
            vs = vs + 0.7*s.invert_chi(s.chi_lam(e, C, 0*g)[0], target-n, n)
        raise AssertionError('inversion not converged')

def quad_diag(h1, A, h2, mu):
    r, I = 0.0, np.eye(len(A))
    for w, wt in zip(OM, WT):
        g1 = np.linalg.inv((mu+1j*w)*I-h1)
        g2 = g1 if h2 is h1 else np.linalg.inv((mu+1j*w)*I-h2)
        r = r + wt*np.sum((g1@A)*g2.T, axis=1).real
    return r
def spread(dv, n):
    dv = dv - n@dv/n.sum()
    return np.sqrt(n@dv**2/n.sum())
def study(m, tol):
    eh, gh = m.hf()
    vo = m.oep(gh, tol)
    vi = m.invert_density(2*np.diag(gh), vo, eh[m.no-1])
    e, C, g = m.ks(vo)
    A = m.fock(g) - m.T - np.diag(vo)
    single = sum(2*np.sum((C[:, m.no:].T@A@C[:, i])**2/(e[m.no:]-e[i])) for i in range(m.no))
    return eh, gh, vo, vi, single
def fd_grad(m, vs, eps=1e-4):
    return np.array([(m.energy(m.ks(vs+eps*d)[2])-m.energy(m.ks(vs-eps*d)[2]))/(2*eps)
                     for d in np.eye(m.M)])

m = Model(10.0, 0.25, 4.0, 1.0, 2)
eh, gh, vo, vi, single = study(m, 1e-10)
e, C, g = m.ks(vo)
n, nh, Sx = 2*np.diag(g), 2*np.diag(gh), -m.W*g
vx = vo - m.vext - m.W@n
hs, mu = m.T+np.diag(vo), (e[1]+e[2])/2
chi, lam = m.chi_lam(e, C, Sx)
# kernel and source: frequency quadrature and finite differences against sums over states
chi_q = 0.0
for w, wt in zip(OM, WT):
    gs = np.linalg.inv((mu+1j*w)*np.eye(m.M)-hs)
    chi_q = chi_q + wt*(gs*gs.T).real
err_chi = np.max(abs(chi_q-chi)); assert err_chi < 1e-9
assert np.max(abs(chi_q.sum(axis=1))) < 1e-9
err_lam = np.max(abs(quad_diag(hs, Sx, hs, mu)-lam)); assert err_lam < 1e-9
dirn, eps = np.sin(0.7*m.x)+0.5*np.cos(m.x), 1e-5
gp, gm = m.ks(vo+eps*dirn)[2], m.ks(vo-eps*dirn)[2]
dn = (np.diag(gp)-np.diag(gm))/eps
assert np.max(abs(dn-chi@dirn)) < 1e-7
dEx = (m.Ex(gp)-m.Ex(gm))/(2*eps)
assert abs(dEx-vx@dn) < 1e-6 and abs(dEx) > 1e-3
# energy gradient equals the linearized residual away from the solution, vanishes at it
vt = vo + 0.1*dirn
et, Ct, gt = m.ks(vt)
ht = m.T+np.diag(vt)
Rt = quad_diag(ht, -m.W*gt-np.diag(vt-m.vext-m.W@(2*np.diag(gt))), ht, (et[1]+et[2])/2)
err_grad = np.max(abs(fd_grad(m, vt)-Rt))
assert err_grad < 1e-7 and np.max(abs(Rt)) > 1e-3
grad0 = np.max(abs(fd_grad(m, vo))); assert grad0 < 1e-7
Eh, Eo, Ei = m.energy(gh), m.energy(g), m.energy(m.ks(vi)[2])
for k in (0.3, 0.9, 2.0):
    for sg in (1, -1):
        assert m.energy(m.ks(vo+sg*0.01*np.sin(k*m.x+0.4))[2]) > Eo
# orbital shifts from linear solves
terms = []
for i in range(2):
    p = C[:, i]; P = np.outer(p, p)
    rhs = -(np.eye(m.M)-P)@(vx*p-Sx@p)
    terms.append(p*np.linalg.solve(hs-e[i]*np.eye(m.M)+P, rhs))
assert np.max(abs(terms[0]+terms[1])) < 1e-8 and np.max(abs(terms[0])) > 1e-5
# tail in the highest-orbital gauge
at = lambda x0: int(np.argmin(abs(m.x-x0)))
tail = -(m.W@C[:, 1]**2)[at(8)]
core = C[:, 0]@(vx*C[:, 0]) - C[:, 0]@Sx@C[:, 0]
assert abs(vx[at(8)]-tail) < 2e-3 and abs(core) > 2e-2
# full equation with the Hartree-Fock Green function
F = m.fock(gh)
def full_sse(vs, mu_):
    return quad_diag(m.T+np.diag(vs), -m.W*gh-np.diag(vs-m.vext-m.W@nh), F, mu_)
ei = m.ks(vi)[0]
mui = (ei[1]+ei[2])/2
assert eh[1] < mu < eh[2] and eh[1] < mui < eh[2]
R_oep, R_inv = full_sse(vo, mu), full_sse(vi, mui)
assert np.max(abs(R_oep-(nh-n))) < 1e-9 and np.max(abs(R_oep)) > 1e-6
assert np.max(abs(R_inv)) < 1e-9
assert np.max(abs(full_sse(vi+0.15*(ei[2]-ei[1]), mui))) < 1e-9
trace_bad = full_sse(vi+mui-(ei[2]+ei[3])/2, mui).sum()
assert abs(trace_bad+2) < 1e-8
assert Eo-Eh > 1e-7 and Ei-Eo > 1e-11 and spread(vi-vo, n) > 1e-5
vxi = vi - m.vext - m.W@nh
print(f'atom Z=4, N=4, walls +-10 bohr, h={m.h} bohr, sites: {m.M}')
print(f'HF levels 1,2,3: {eh[0]:.6f}, {eh[1]:.6f}, {eh[2]:.6f} Ha')
print(f'OEP levels 1,2,3: {e[0]:.6f}, {e[1]:.6f}, {e[2]:.6f} Ha')
print(f'inverted-HF levels 1,2,3: {ei[0]:.6f}, {ei[1]:.6f}, {ei[2]:.6f} Ha')
print(f'mu for OEP and inverted runs: {mu:.6f}, {mui:.6f} Ha')
out('max error chi, quadrature vs states', err_chi, '1/Ha', '.1e')
out('max error Lam, quadrature vs states', err_lam, 'electrons', '.1e')
print(f'dEx/deps finite diff, vx.dn: {dEx:.7f}, {vx@dn:.7f} Ha')
out('trial point max |R|', np.max(abs(Rt)), 'electrons/site', '.3e')
out('trial point max |dE/dv - R|', err_grad, 'electrons/site', '.1e')
out('OEP max |dE/dv|', grad0, 'electrons/site', '.1e')
print(f'max|psi1 phi1|, max|sum|: {np.max(abs(terms[0])):.3e}, {np.max(abs(sum(terms))):.1e} per site')
for x0 in (0, 1, 2, 4, 8):
    print(f'x={x0} bohr: n={n[at(x0)]/m.h:.4e} 1/bohr, vx OEP={vx[at(x0)]:.5f}, inv={vxi[at(x0)]:.5f} Ha')
print(f'x=8: -int phiH^2 w, -1/sqrt(65): {tail:.5f}, {-1/np.sqrt(65):.5f} Ha')
out('<1|vx-Sx|1>', core, 'Ha')
out('full SSE max residual at OEP', np.max(abs(R_oep))/m.h, '1/bohr', '.3e')
out('full SSE max residual at inverted v', np.max(abs(R_inv))/m.h, '1/bohr', '.1e')
out('full SSE trace, mu above KS level 3', trace_bad, 'electrons')
out('rms(v_inv - v_OEP), density weighted', spread(vi-vo, n), 'Ha', '.3e')
print(f'E_HF, E_OEP, E[v_inv]: {Eh:.8f}, {Eo:.8f}, {Ei:.8f} Ha')
print(f'Ex HF, OEP: {m.Ex(gh):.6f}, {m.Ex(g):.6f} Ha')
print(f'E_OEP-E_HF: {Eo-Eh:.4e} Ha = {(Eo-Eh)*EV*1e3:.3f} meV')
out('E[v_inv]-E_OEP', Ei-Eo, 'Ha', '.3e')
out('singles estimate at lam=1', single, 'Ha', '.4e')
print(f'OEP highest level: {e[1]*EV:.3f} eV; HF: {eh[1]*EV:.3f} eV')

# weak coupling: second-order scaling; tolerances allow the O(lam) corrections
res = []
for lam_c in (0.01, 0.02):
    mw = Model(4.0, 0.25, 4.0, lam_c, 2)
    _, ghw, vow, viw, sw = study(mw, 1e-11)
    gw = mw.ks(vow)[2]
    res.append((mw.energy(gw)-mw.energy(ghw), spread(viw-vow, 2*np.diag(gw)), sw))
    print(f'lam={lam_c}: dE={res[-1][0]:.4e}, singles={sw:.4e}, rms dv={res[-1][1]:.4e} Ha')
pE, pv = np.log2(res[1][0]/res[0][0]), np.log2(res[1][1]/res[0][1])
assert abs(pE-2) < 0.1 and abs(pv-2) < 0.1 and abs(res[0][0]/res[0][2]-1) < 0.05
print(f'exponents of dE and dv in lam: {pE:.3f}, {pv:.3f} (dimensionless)')

# two electrons
m2 = Model(6.0, 0.25, 2.0, 1.0, 1)
_, gh2 = m2.hf()
vo2 = m2.oep(gh2, 1e-10)
g2 = m2.ks(vo2)[2]; n2 = 2*np.diag(g2)
err2 = np.max(abs(vo2-m2.vext-0.5*m2.W@n2))
assert err2 < 1e-6 and abs(m2.energy(g2)-m2.energy(gh2)) < 1e-10
out('N=2, Z=2: max |vx + vH/2|', err2, 'Ha', '.1e')
print(f'N=2: E_HF, E_OEP: {m2.energy(gh2):.8f}, {m2.energy(g2):.8f} Ha')
print('no test failed')
```

Output:

```
dimer t, U, Delta: 0.5, 1.0, 1.0 Ha
dimer E0, mu: -0.801938, 0.500000 Ha
dimer n1, n2: 1.387685, 0.612315 electrons
dimer Re Sigma_xc,12 at w=0.1 and 10 Ha: -0.083278, -0.002919 Ha
dimer vs2-vs1 from SSE root: 0.42057697 Ha
dimer vs2-vs1 closed form: 0.42057697 Ha
dimer vxc2-vxc1 (vH = U n): 0.195946 Ha
atom Z=4, N=4, walls +-10 bohr, h=0.25 bohr, sites: 79
HF levels 1,2,3: -1.368862, -0.314621, 0.109781 Ha
OEP levels 1,2,3: -1.176944, -0.312093, -0.104106 Ha
inverted-HF levels 1,2,3: -1.178847, -0.314621, -0.105433 Ha
mu for OEP and inverted runs: -0.208099, -0.210027 Ha
max error chi, quadrature vs states: 3.1e-13 1/Ha
max error Lam, quadrature vs states: 9.2e-13 electrons
dEx/deps finite diff, vx.dn: 0.2219531, 0.2219531 Ha
trial point max |R|: 9.433e-02 electrons/site
trial point max |dE/dv - R|: 2.3e-10 electrons/site
OEP max |dE/dv|: 1.9e-10 electrons/site
max|psi1 phi1|, max|sum|: 5.635e-04, 8.3e-14 per site
x=0 bohr: n=1.1882e+00 1/bohr, vx OEP=-0.64190, inv=-0.64245 Ha
x=1 bohr: n=8.5146e-01 1/bohr, vx OEP=-0.70463, inv=-0.70760 Ha
x=2 bohr: n=3.6715e-01 1/bohr, vx OEP=-0.57288, inv=-0.57609 Ha
x=4 bohr: n=4.1564e-02 1/bohr, vx OEP=-0.30896, inv=-0.31027 Ha
x=8 bohr: n=2.7324e-04 1/bohr, vx OEP=-0.13344, inv=-0.13347 Ha
x=8: -int phiH^2 w, -1/sqrt(65): -0.13346, -0.12403 Ha
<1|vx-Sx|1>: 0.192949 Ha
full SSE max residual at OEP: 8.210e-04 1/bohr
full SSE max residual at inverted v: 1.7e-12 1/bohr
full SSE trace, mu above KS level 3: -2.000000 electrons
rms(v_inv - v_OEP), density weighted: 7.959e-04 Ha
E_HF, E_OEP, E[v_inv]: -6.75043611, -6.74914990, -6.74914865 Ha
Ex HF, OEP: -1.461515, -1.458674 Ha
E_OEP-E_HF: 1.2862e-03 Ha = 35.000 meV
E[v_inv]-E_OEP: 1.247e-06 Ha
singles estimate at lam=1: 1.4075e-03 Ha
OEP highest level: -8.492 eV; HF: -8.561 eV
lam=0.01: dE=1.2827e-07, singles=1.2834e-07, rms dv=6.0531e-08 Ha
lam=0.02: dE=5.1404e-07, singles=5.1460e-07, rms dv=2.4250e-07 Ha
exponents of dE and dv in lam: 2.003, 2.002 (dimensionless)
N=2, Z=2: max |vx + vH/2|: 1.2e-13 Ha
N=2: E_HF, E_OEP: -2.22598349, -2.22598349 Ha
no test failed
```
